\section*{Fitting three Gaussians to a 1s Slater function by maximum overlap}

\section*{Question}

I am trying to reproduce the three-Gaussian expansion of a 1s Slater function with $\zeta=1$. The values I should find are exponents 2.2277, 0.4058, 0.1098 and coefficients 0.1543, 0.5353, 0.4446, and the criterion is said to be maximum overlap.

I have two problems. First, I don't see how to organize the calculation: there are six unknowns, and the overlap can be made as large as I like by multiplying all the coefficients by a big number. Second, I tried a plain least-squares fit of the function instead. The exponents came out right, but my middle coefficient is 0.5352, not 0.5353. Is that poor convergence, or have I solved a different problem?

\section*{Answer}

You solved a slightly different problem. Maximum overlap needs a normalized fit, whereas your least-squares fit was free to choose its own norm. The two problems share their exponents, but their coefficients differ by a common factor close to one. That factor comes out of the calculation below, in which three of the six unknowns are removed by linear algebra.

\subsection*{Setting up the problem}

I use atomic units, with $r$ in bohr and exponents in bohr$^{-2}$. The target and the primitive Gaussians are
\begin{equation}
\phi(r)=\frac{e^{-r}}{\sqrt\pi},\qquad
g_k(r)=\left(\frac{2a_k}{\pi}\right)^{3/4}e^{-a_kr^2}.
\end{equation}
Each has unit norm, $\int\phi^2\,d^3r=\int g_k^2\,d^3r=1$. The fit is $G=\sum_k c_kg_k$, so the coefficients multiply normalized primitives. In front of bare exponentials $e^{-a_kr^2}$ the numbers would be $c_k(2a_k/\pi)^{3/4}$.

Define the overlaps
\begin{equation}
b_k=\langle\phi|g_k\rangle,\qquad S_{kj}=\langle g_k|g_j\rangle .
\end{equation}
The task is to maximize $\langle\phi|G\rangle=b^Tc$ subject to $\langle G|G\rangle=c^TSc=1$. The constraint removes the arbitrary scale that worried you. For normalized real functions,
\begin{equation}
\int(\phi-G)^2\,d^3r=1-2\langle\phi|G\rangle+1=2-2\langle\phi|G\rangle ,
\end{equation}
so the largest overlap is also the smallest squared error among normalized fits.

\subsection*{The two kinds of overlap}

For two Gaussians, use $\int e^{-\alpha r^2}d^3r=(\pi/\alpha)^{3/2}$ with $\alpha=a_k+a_j$. The product of the normalization factors is $(4a_ka_j/\pi^2)^{3/4}=(2\sqrt{a_ka_j}/\pi)^{3/2}$. The powers of $\pi$ cancel:
\begin{equation}
S_{kj}=\left(\frac{2\sqrt{a_ka_j}}{a_k+a_j}\right)^{3/2}.
\label{S}
\end{equation}
This equals one for $a_k=a_j$, as it must.

For the Slater function with a Gaussian, the angular integral gives $4\pi$, and
\begin{equation}
b(a)=4\sqrt\pi\left(\frac{2a}{\pi}\right)^{3/4}I_2,\qquad
I_n=\int_0^\infty r^ne^{-r-ar^2}dr .
\label{b}
\end{equation}
Start with $I_0$. Completing the square,
\begin{equation}
-r-ar^2=-a\left(r+\frac1{2a}\right)^2+\frac1{4a}.
\end{equation}
With $t=\sqrt a\,[r+1/(2a)]$, the lower limit $r=0$ becomes $t=1/(2\sqrt a)$, and $dr=dt/\sqrt a$. Hence
\begin{equation}
I_0=\frac{e^{1/4a}}{\sqrt a}\int_{1/(2\sqrt a)}^\infty e^{-t^2}dt
=\frac12\sqrt{\frac\pi a}\;e^{1/4a}\,\mathrm{erfc}\!\left(\frac1{2\sqrt a}\right).
\end{equation}
The higher integrals follow from total derivatives. Integrating
\begin{equation}
\frac{d}{dr}e^{-r-ar^2}=-(1+2ar)e^{-r-ar^2}
\end{equation}
from zero to infinity gives $-1=-I_0-2aI_1$, so $I_1=(1-I_0)/(2a)$. For $n\ge2$, the function $r^{n-1}e^{-r-ar^2}$ vanishes at both ends, and integrating its derivative gives
\begin{equation}
0=(n-1)I_{n-2}-I_{n-1}-2aI_n .
\label{rec}
\end{equation}
For $n=2$ this yields
\begin{equation}
I_2=\frac{I_0-I_1}{2a}=\frac{(2a+1)I_0-1}{4a^2}.
\end{equation}

Two limits show how $b$ behaves. For a very wide Gaussian, $a\to0$, we have $I_2\to\int_0^\infty r^2e^{-r}dr=2$, so $b$ vanishes as $a^{3/4}$. For a very narrow one, $a\to\infty$, the factor $e^{-r}$ is nearly one where the Gaussian is appreciable, so $I_2\to\sqrt\pi/(4a^{3/2})$ and $b$ vanishes as $a^{-3/4}$. A single Gaussian therefore has a best width somewhere in between.

\subsection*{Removing the coefficients}

Hold the exponents fixed and distinct. Then $c^TSc=\int G^2d^3r>0$ for every nonzero $c$, because Gaussians with different exponents are linearly independent. So $S$ is positive definite and can be inverted. Define
\begin{equation}
y=S^{-1}b,\qquad W=b^Ty=y^TSy .
\end{equation}
Since $b=Sy$, the Cauchy--Schwarz inequality with $S$ as metric gives
\begin{equation}
b^Tc=y^TSc\le\sqrt{y^TSy}\,\sqrt{c^TSc}=\sqrt W .
\end{equation}
Equality requires $c$ to be a positive multiple of $y$, and the norm fixes the multiple:
\begin{equation}
c=\frac{y}{\sqrt W},\qquad \omega\equiv\max_c\langle\phi|G\rangle=\sqrt W .
\label{c}
\end{equation}
The opposite overall sign would give overlap $-\omega$. What remains is to maximize $W$ as a function of three exponents.

\subsection*{Why your coefficient was 0.5352}

A least-squares fit without the norm constraint, with the squared error integrated over $d^3r=4\pi r^2dr$, minimizes
\begin{align}
E(c)&=1-2b^Tc+c^TSc\nonumber\\
&=1-W+(c-y)^TS(c-y).
\label{free}
\end{align}
To check the second line, expand the last term: it is $c^TSc-2c^TSy+y^TSy=c^TSc-2b^Tc+W$. The last term in (\ref{free}) is never negative, so the minimum is at $c=y$, with error $1-W$.

The normalized fit has error $2-2\sqrt W$. Both errors decrease when $W$ increases, so both problems select the same exponents. This depends on the weight $r^2$: minimizing $\int(\phi-G)^2dr$ without it is a different problem, and such a fit started near the exponents sought here ends at about 13.5, 1.12 and 0.186. Their coefficients are different: the free fit returns $y=\omega c$. Geometrically, $\sum_ky_kg_k$ is the orthogonal projection of $\phi$ onto the space of the three Gaussians, and its norm is $\omega$. Because $\phi$ does not lie in that space, its projection is shorter than $\phi$. The normalized fit stretches the projection back to unit length.

\subsection*{Finding the exponents}

Work with $p_k=\ln a_k$, which keeps each exponent positive. From $d(S^{-1})=-S^{-1}(dS)S^{-1}$,
\begin{equation}
dW=2y^Tdb-y^T(dS)y .
\end{equation}
Changing $p_k$ alters $b_k$ and both the $k$th row and the $k$th column of $S$. The row and column contribute equally, which supplies a factor of two:
\begin{equation}
\frac{\partial W}{\partial p_k}=2y_k\left[\frac{\partial b_k}{\partial p_k}
-\sum_{j\ne k}y_j\frac{\partial S_{kj}}{\partial p_k}\right].
\label{grad}
\end{equation}
The diagonal element $S_{kk}=1$ does not change. For the others, take the logarithm of (\ref{S}) and use $\partial/\partial p_k=a_k\,\partial/\partial a_k$:
\begin{equation}
\frac{\partial S_{kj}}{\partial p_k}
=\frac32S_{kj}\left[\frac12-\frac{a_k}{a_k+a_j}\right]
=\frac34S_{kj}\,\frac{a_j-a_k}{a_j+a_k}.
\end{equation}
In (\ref{b}), the prefactor contributes $\tfrac34b$, while $dI_2/da=-I_4$, so
\begin{equation}
\frac{\partial b}{\partial p}=\frac34b-4\sqrt\pi\,a\left(\frac{2a}{\pi}\right)^{3/4}I_4 .
\end{equation}
The recursion (\ref{rec}) supplies $I_3=(2I_1-I_2)/(2a)$ and then $I_4=(3I_2-I_3)/(2a)$.

The condition for a maximum has a simple meaning. Note that $\partial g_k/\partial p_k=(\tfrac34-a_kr^2)g_k$. The bracket in (\ref{grad}) equals $\langle\phi-\sum_jy_jg_j|\partial g_k/\partial p_k\rangle$; the term $j=k$ can be included because $\langle g_k|\partial g_k/\partial p_k\rangle=\tfrac12\,\partial S_{kk}/\partial p_k=0$. Since $\sum_jy_jg_j=\omega G$, setting (\ref{grad}) to zero with $y_k\ne0$ says that the residual $\phi-\omega G$ is orthogonal to this derivative. The linear equations $Sy=b$ already say that the residual is orthogonal to $g_k$. Together,
\begin{equation}
\langle\phi-\omega G|e^{-a_kr^2}\rangle=0,\qquad
\langle\phi-\omega G|r^2e^{-a_kr^2}\rangle=0
\end{equation}
for $k=1,2,3$. These are six equations for six unknowns. To first order, neither changing the amount of a Gaussian nor changing its width can reduce the error.

These equations have no evident closed solution, so the last step is numerical. Newton's method expands $W$ to second order about the current point. If $\nabla W$ is the gradient and $H$ the matrix of second derivatives in $p$, the expansion is stationary after the step $\Delta p=-H^{-1}\nabla W$. Away from the maximum, $H$ may have positive eigenvalues, and the step could then lead downhill. I therefore use
\begin{equation}
\Delta p=\sum_i\frac{v_i\,(v_i^T\nabla W)}{|h_i|},
\end{equation}
where $h_i$ and $v_i$ are the eigenvalues and orthonormal eigenvectors of $H$. This equals Newton's step when all $h_i$ are negative, and otherwise it still points uphill, because $\nabla W^T\Delta p=\sum_i(v_i^T\nabla W)^2/|h_i|>0$. If the full step overshoots and lowers $W$, halve it.

\subsection*{The numbers}

First try one Gaussian. Then $S=1$ and $W=b^2$, so the condition is $\partial b/\partial p=0$, or $\tfrac34I_2=aI_4$. Its solution is $a=0.27095$, with overlap 0.9784. The squared error of this normalized fit is $2-2(0.978404)=0.0432$, relative to the unit squared norm of $\phi$.

For three Gaussians, I evaluated $W$ for all 10660 triples drawn from 41 exponents, spaced logarithmically between 0.01 and 100. Newton's method started from the best triple:
\begin{center}
\begin{tabular}{ccccc}
Step & $a_1$ & $a_2$ & $a_3$ & $10^4(1-\omega)$\\
0 & 3.162278 & 0.501187 & 0.125893 & 2.336352\\
1 & 2.115021 & 0.412896 & 0.113067 & 1.742161\\
2 & 2.227662 & 0.404848 & 0.109697 & 1.652884\\
3 & 2.227662 & 0.405766 & 0.109816 & 1.652637\\
4 & 2.227661 & 0.405771 & 0.109818 & 1.652637
\end{tabular}
\end{center}
A further step leaves the printed digits unchanged. The exponents round to 2.2277, 0.4058 and 0.1098.

Steps 2 and 4 contain a practical warning. Their overlaps differ by about $2.5\times10^{-8}$, yet at step 2 the exponents still round to 0.4048 and 0.1097. Near a maximum the overlap changes only to second order in the exponents, so a stable overlap is a weak sign of convergence. Watch the gradient instead. The problem is also uneven: at the solution the eigenvalues of $H$ are $-0.0895$, $-0.0110$ and $-0.0013$, so one combination of the logarithms is much less firmly fixed than the others.

All three eigenvalues are negative, so this is a strict local maximum. The wide grid makes a better maximum elsewhere in the searched range unlikely, but a finite grid does not prove that none exists.

Now the coefficients. With the exponents in the order above, (\ref{b}) and (\ref{S}) give
\begin{equation}
b=\begin{pmatrix}0.605097\\0.959324\\0.883642\end{pmatrix},\quad
S=\begin{pmatrix}1&0.613564&0.275305\\0.613564&1&0.740977\\0.275305&0.740977&1\end{pmatrix}.
\end{equation}
Solving $Sy=b$ gives
\begin{equation}
y=(0.154303,\;0.535240,\;0.444561)^T .
\end{equation}
You can check the first row by hand:
\begin{align}
&0.154303+0.613564(0.535240)+0.275305(0.444561)\nonumber\\
&\quad=0.154303+0.328404+0.122390=0.605097 .
\end{align}
Next,
\begin{align}
W&=0.605097(0.154303)+0.959324(0.535240)\nonumber\\
&\quad+0.883642(0.444561)\nonumber\\
&=0.093368+0.513469+0.392833=0.99967,
\end{align}
and with the unrounded value of $W$, $\omega=\sqrt W=0.999835$. Dividing $y$ by $\omega$ gives
\begin{equation}
c=(0.154329,\;0.535328,\;0.444635)^T .
\end{equation}
To four decimals these are 0.1543, 0.5353 and 0.4446.

The middle entry bears on your second question. The free fit gives 0.535240, which rounds to 0.5352, and the normalized fit gives 0.535328, which rounds to 0.5353. The other two coefficients change as well, from 0.154303 to 0.154329 and from 0.444561 to 0.444635, but they round to the same four-decimal values, 0.1543 and 0.4446, either way. So a fully converged free fit gives your 0.5352, and the final division by $\omega$ turns it into 0.5353. The fourth decimal alone does not prove convergence, however. Among exponents that round to 2.2277, 0.4058 and 0.1098, the normalized middle coefficient ranges from about 0.5352 to 0.5356 while the overlap changes by less than $10^{-8}$. With the four-decimal exponents themselves, the free fit gives 0.5353 and the normalized fit gives 0.5354. Converge the exponents to six decimals before comparing the fourth decimal of a coefficient.

As a numerical check, a direct six-parameter least-squares fit to the function, which uses none of the overlap formulas, gives the same exponents and the coefficients $y$.

\subsection*{What the fit gets wrong}

The squared error of the normalized fit is $3.305\times10^{-4}$, about 130 times smaller than with one Gaussian. This is an average over all space, however, and it hides local errors:
\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & $\phi$ & $G$ & $G/\phi$\\
0 & 0.564190 & 0.454986 & 0.806\\
0.5 & 0.342198 & 0.348992 & 1.020\\
1 & 0.207554 & 0.205058 & 0.988\\
2 & 0.076355 & 0.077258 & 1.012\\
4 & 0.010333 & 0.010725 & 1.038\\
6 & 0.001398 & 0.001160 & 0.830\\
8 & 0.000189 & 0.000054 & 0.283
\end{tabular}
\end{center}
The function values are in bohr$^{-3/2}$. At the sampled points from 0.5 to 4 bohr, $G$ is within 4\% of $\phi$. At the nucleus it is 19\% too small. There $\phi$ has a cusp, with radial slope $\phi'(0)=-\phi(0)$, whereas each Gaussian has zero slope. The overlap tolerates this error because the volume element $4\pi r^2dr$ gives little weight to small $r$.

At large $r$ the widest Gaussian dominates $G$, so $G/\phi$ is proportional to $e^{r-a_3r^2}$ and tends to zero. Any finite sum of Gaussians with positive exponents has this defect. The overlap tolerates it because $\phi$ itself is small there. A quantity that depends on the density at the nucleus or on the distant tail can therefore be poor even though the overlap is 0.9998.

\subsection*{Other values of $\zeta$}

You don't need to repeat the fit for another $\zeta$. The normalized Slater function is $\phi_\zeta(r)=\zeta^{3/2}\phi(\zeta r)$. Scale the fit in the same way, $G_\zeta(r)=\zeta^{3/2}G(\zeta r)$. Substituting $\mathbf r'=\zeta\mathbf r$ in the overlap integral turns $\zeta^3d^3r$ into $d^3r'$, so the overlap and the norm are unchanged. The same scaling maps every possible fit for $\zeta=1$ to one for $\zeta$, and back, so the best fit maps to the best fit. Since $e^{-a_k(\zeta r)^2}=e^{-(\zeta^2a_k)r^2}$, the exponents become $\zeta^2a_k$. The factor $\zeta^{3/2}$ is absorbed by the normalization of the new primitives, $(2\zeta^2a_k/\pi)^{3/4}=\zeta^{3/2}(2a_k/\pi)^{3/4}$, and the coefficients $c_k$ stay the same.

\section*{Computed results}
\begin{verbatim}
One Gaussian: exponent (bohr^-2) = 0.270950
One Gaussian: largest overlap = 0.978404
Grid: 41 exponents from 0.01 to 100 bohr^-2, 10660 triples
Newton iterates: exponents (bohr^-2) and 1 - overlap
   0  3.162278  0.501187  0.125893  2.336352e-04
   1  2.115021  0.412896  0.113067  1.742161e-04
   2  2.227662  0.404848  0.109697  1.652884e-04
   3  2.227662  0.405766  0.109816  1.652637e-04
   4  2.227661  0.405771  0.109818  1.652637e-04
   5  2.227661  0.405771  0.109818  1.652637e-04
Final exponents a (bohr^-2): 2.227661  0.405771  0.109818
Slater-Gaussian overlaps b: 0.60509690  0.95932402  0.88364168
Gaussian overlap matrix S, row 1: 1.00000000  0.61356353  0.27530502
Gaussian overlap matrix S, row 2: 0.61356353  1.00000000  0.74097665
Gaussian overlap matrix S, row 3: 0.27530502  0.74097665  1.00000000
Unnormalized solution y = S^-1 b: 0.154303  0.535240  0.444561
W = b.y = 0.99966950
Largest overlap omega = 0.99983474
Final coefficients c: 0.154329  0.535328  0.444635
Hessian eigenvalues of W in ln a: -8.9515e-02  -1.0999e-02  -1.2964e-03
Squared error, normalized G = 3.305275e-04
Squared error, free norm = 3.305002e-04
Direct fit, exponents (bohr^-2): 2.227661  0.405771  0.109818
Direct fit, free-norm coefficients: 0.154303  0.535240  0.444561
r (bohr), phi and G (bohr^-3/2), G/phi
  0.0  0.564190  0.454986  0.8064
  0.5  0.342198  0.348992  1.0199
  1.0  0.207554  0.205058  0.9880
  2.0  0.076355  0.077258  1.0118
  4.0  0.010333  0.010725  1.0379
  6.0  0.001398  0.001160  0.8295
  8.0  0.000189  0.000054  0.2831
\end{verbatim}
